\section*{Surface contributions to flexoelectricity do not vanish in thick slabs}

\section{The argument under review}

The manuscript treats a bent slab of an insulating cubic crystal, of thickness $t$, in open circuit. Its argument runs as follows. A surface disturbs the crystal over a depth $\lambda$ of a few lattice constants. Inversion symmetry is broken there, so the surface layer is piezoelectric, but it fills a fraction $\lambda/t$ of the volume. Its share of the mean polarization, and of the voltage, is therefore said to fall as $\lambda/t$. The manuscript concludes that a thick slab under a strain gradient $g$ shows the voltage $4\pi\mu g t/\epsilon$, where $\mu$ is the bulk flexoelectric coefficient from density functional perturbation theory (DFPT) and $\epsilon$ the bulk permittivity.

The volume fraction is correct. The conclusion does not follow, because the argument holds the strain at the surface fixed, while bending at fixed $g$ makes that strain grow as $t$.

\section{The strain at the surface}

Atomic units are used, so Poisson's equation is $\nabla\cdot(\epsilon\nabla V)=-4\pi\rho$, and $V$ is the electrostatic potential (the energy of an electron is $-V$). The undeformed slab fills $|x|<t/2$, and its two surfaces are mirror images, neutral and insulating. It is rolled onto a cylinder with axis $z$ and mid-plane radius $R=1/g$. The point $(x,y,z)$ goes to the angle $gy$ and the radius $r=R+s(x)$, with $s(x)=x-\nu gx^2/2$. Its new coordinates are $X=r\cos gy-R$ and $Y=r\sin gy$. To first order in $g$, with $R\cos gy=R-gy^2/2$ and $r\sin gy=(R+x)gy$,
\begin{equation}
u_x=-\tfrac12 g\,(y^2+\nu x^2),\qquad u_y=gxy,\qquad u_z=0 .
\label{u}
\end{equation}
Differentiation gives $\varepsilon_{yy}=gx$, $\varepsilon_{xx}=-\nu gx$, $\varepsilon_{xy}=\frac12(-gy+gy)=0$, and a local rotation $\omega_z=\frac12(\partial_xu_y-\partial_yu_x)=gy$. The constant $\nu$ describes the contraction along the normal; a vanishing stress $\sigma_{xx}=c_{11}\varepsilon_{xx}+c_{12}\varepsilon_{yy}$ gives $\nu=c_{12}/c_{11}$ when $x$, $y$, $z$ are the cube axes, as assumed throughout. Other orientations have a different $\nu$ and can add a shear strain. The choice $u_z=0$ describes a wide plate; a narrow beam also contracts along $z$. The strain at height $x$ is thus the uniform strain $\varepsilon_{yy}=\eta$, $\varepsilon_{xx}=-\nu\eta$ with $\eta=gx$, and $\eta=\pm gt/2$ at the surfaces. The side $x>0$ is stretched and is called the top. Linear response requires $gt\ll1$.

\section{The voltage as a sum of three steps}

Let $\bar V(x)$ be the potential averaged over one cell of the deformed crystal. For a flat slab under uniform strain $\eta$ define the surface potential offset $\phi(\eta)=\bar V-V_{\rm vac}$. The step from the bottom vacuum to the top vacuum splits identically:
\begin{equation}
\Delta V=V_{\rm top}-V_{\rm bot}
=-\phi_{\rm top}+\big[\bar V(t/2)-\bar V(-t/2)\big]+\phi_{\rm bot},
\label{split}
\end{equation}
where $\bar V(\pm t/2)$ is the interior linear profile continued to the surface and $\phi_{\rm top,bot}$ are measured from it.

In an insulator much thicker than $\lambda$ each offset depends on the local strain and its gradient. At linear order $\phi_{\rm top}=\phi(0)+\phi'\eta-cg/2$, with $\phi'=d\phi/d\eta$ of the flat slab and a constant $c$ that does not depend on $t$. The mirror $x\to-x$ turns the bottom surface into a top surface, keeps $\eta$ and reverses $g$, so $\phi_{\rm bot}=\phi(0)+\phi'\eta+cg/2$. With $\eta=+gt/2$ on top and $-gt/2$ below,
\begin{equation}
-\phi_{\rm top}+\phi_{\rm bot}=-\phi'\frac{gt}{2}+\frac{cg}{2}-\phi'\frac{gt}{2}+\frac{cg}{2}=-gt\,\phi'+gc .
\end{equation}
The strain and the outward normal both change sign between the surfaces, so the two changes add.

In the interior, open circuit means $D_x=\epsilon E_x+4\pi P_x=0$, where $P_x=\mu g$ is the polarization at zero macroscopic field. Then $d\bar V/dx=-E_x=4\pi\mu g/\epsilon$, and
\begin{equation}
\Delta V=g\big[t(\phi_b+\phi_s)+c\big],\qquad \phi_b=\frac{4\pi\mu}{\epsilon},\qquad \phi_s=-\frac{d\phi}{d\eta}.
\label{main}
\end{equation}
The ratio $\phi_s/\phi_b$ contains no $t$. In the language of the manuscript, the surface layer holds a fraction $\lambda/t$ of the volume but feels the strain $gt/2$, and $t$ cancels in the product. The term whose relative weight does fall as $1/t$ is $c$, the response of the surface to the gradient when the surface strain is taken to be its value $\pm gt/2$ at $x=\pm t/2$. The mirror also makes $\Delta V$ odd in $g$, so the first correction to Eq.~(\ref{main}) is of relative order $(gt)^2$.

The manuscript's reasoning is valid for a different experiment. For a flat slab with unlike surfaces A (top) and B (bottom) under uniform strain, the middle bracket of Eq.~(\ref{split}) is zero, $d\Delta V/d\eta=-\phi'_A+\phi'_B=\phi_{s,A}-\phi_{s,B}$ does not depend on $t$, and the voltage per thickness falls as $1/t$.

Two points remain: the size of $\phi_s$, and which $\mu$ belongs in $\phi_b$. Both can be worked out explicitly in a model that is solved by a long-wave expansion, as used in DFPT, and by direct electrostatics.

\section{A solvable model}

The lattice is simple cubic, with constant $a$, cell volume $\Omega=a^3$, $n$ layers and $t=na$. Each site carries a point charge $N_c-3q$ and a rigid spherical Gaussian cloud of charge $-N_c$ and width $\sigma\ll a/2$, with second moment $Q=\int\rho\,s_x^2\,d^3s=-N_c\sigma^2$. A point charge $q$ sits at the midpoint of the straight line between nearest neighbours. Each surface atom has a dangling charge $q/2$ at the distance $d=d_0+\beta\varepsilon_{yy}$ outside its plane, with $\delta=d_0-a/2>0$. A dielectric of strain-independent $\epsilon$ fills the material region $|x|<t/2$ and moves with it, so the dangling charges lie in vacuum. The model has no self-consistent quantum response, no internal relaxation of sublattices and no strain dependence of $\epsilon$.

\subsection{Bulk coefficient from long waves}

Define $P_\alpha=\mu^{\rm I}_{\alpha\beta,\gamma\lambda}\partial_\gamma\partial_\lambda u_\beta$, symmetric in $\gamma\lambda$. The second derivatives of Eq.~(\ref{u}) are $\partial_y^2u_x=-g$, $\partial_x^2u_x=-\nu g$ and $\partial_x\partial_yu_y=g$, the last occurring twice in the sum. Hence
\begin{equation}
\mu=\mu_T-\nu\mu_L,\qquad \mu_L=\mu^{\rm I}_{xx,xx},\qquad \mu_T=2\mu^{\rm I}_{xy,xy}-\mu^{\rm I}_{xx,yy}.
\label{mu}
\end{equation}
For an acoustic phonon $\mathbf u=\mathbf U e^{i\mathbf k\cdot\mathbf r}$ the induced polarization is charge density times displacement. The cell average of $e^{-i\mathbf k\cdot\mathbf r}P_\alpha$ is $\Pi_{\alpha\beta}U_\beta$, and $\partial_\gamma\partial_\lambda\to-k_\gamma k_\lambda$ gives $\Pi_{\alpha\beta}=-\mu^{\rm I}_{\alpha\beta,\gamma\lambda}k_\gamma k_\lambda$ at second order.

A bond charge along axis $j$ moves by the mean displacement of its two ends, which is $\mathbf u$ at the midpoint times $\cos(k_ja/2)$. With the compensating charge $-3q$ on the site,
\begin{equation}
\Pi^{\rm bond}_{\alpha\beta}=\frac{q}{\Omega}\Big[\sum_j\cos\frac{k_ja}{2}-3\Big]\delta_{\alpha\beta}\simeq-\frac{qa^2}{8\Omega}k^2\delta_{\alpha\beta},
\end{equation}
so $\mu^{\rm I}=(qa^2/8\Omega)\delta_{\alpha\beta}\delta_{\gamma\lambda}$, which gives $+qa^2/8\Omega$ to $\mu_L$ and $-qa^2/8\Omega$ to $\mu_T$.

A cloud that translates by $\mathbf U$ gives, with its core $N_c$, $\Omega^{-1}[N_c+\int\rho\,e^{-i\mathbf k\cdot\mathbf s}d^3s]\,\mathbf U\simeq-(Q/2\Omega)k^2\mathbf U$. This has the bond form and gives $\mu_L=Q/2\Omega$, $\mu_T=-Q/2\Omega$. The cloud may also turn with the lattice, by $\boldsymbol\omega=\frac12\nabla\times\mathbf u=\frac i2\mathbf k\times\mathbf U$. The extra displacement is $\boldsymbol\omega\times\mathbf s=\frac i2[\mathbf U(\mathbf k\cdot\mathbf s)-\mathbf k(\mathbf U\cdot\mathbf s)]$. Multiplied by the term $-i\mathbf k\cdot\mathbf s$ of the exponential and integrated with $\int\rho\,s_\alpha s_\beta=Q\delta_{\alpha\beta}$, it adds $(Q/2\Omega)[k^2\mathbf U-\mathbf k(\mathbf k\cdot\mathbf U)]$. The $k^2\mathbf U$ terms cancel:
\begin{equation}
\Pi^{\rm cloud}_{\alpha\beta}=-\frac{Q}{2\Omega}k_\alpha k_\beta,\qquad
\mu^{\rm I}_{\alpha\beta,\gamma\lambda}=\frac{Q}{4\Omega}(\delta_{\alpha\gamma}\delta_{\beta\lambda}+\delta_{\alpha\lambda}\delta_{\beta\gamma}),
\end{equation}
so that $\mu_L=\mu_T=Q/2\Omega$.

The two values of $\mu_T$ differ by $Q/\Omega$, although turning a sphere moves no charge: the added term is orthogonal to $\mathbf k$. It is a curl $\nabla\times\mathbf M$ with $\mathbf M=(2\Omega)^{-1}\int\rho\,\mathbf s\times(\boldsymbol\omega\times\mathbf s)=(3Q-Q)\boldsymbol\omega/2\Omega=Q\boldsymbol\omega/\Omega$. In bending $M_z=Qgy/\Omega$, so $P_x=\partial_yM_z=Qg/\Omega$ inside, and the drop of $M_z$ at a surface gives a sheet $P_y=-\partial_xM_z$ proportional to $y$. The divergence of that sheet cancels the bound charge of $P_x$. The step $D_x=0$ counts as surface charge only the normal polarization, so it needs a polarization without such a sheet. The cylinder is uniform along $y$. Clouds that turn with the lattice respect this, while clouds of fixed orientation are turned by $-gy$ relative to the local axes, so in those axes they have $M_z=-Qgy/\Omega$ and carry the sheet. The co-rotating tensor is the one to use:
\begin{equation}
\mu_L=\frac{Q}{2\Omega}+\frac{qa^2}{8\Omega},\qquad \mu_T=\frac{Q}{2\Omega}-\frac{qa^2}{8\Omega},\qquad
\phi_b=\frac{2\pi Q(1-\nu)}{\epsilon\Omega}-\frac{\pi q(1+\nu)}{2\epsilon a}.
\label{bulk}
\end{equation}

\subsection{Surface offset of the flat slab}

Under uniform strain the layer spacing is $a_x=a(1+\varepsilon_{xx})$ and the area per atom is $A=a^2(1+\varepsilon_{yy})$. A charge $q_i$ per area $A$ at $x_i$ changes the planar average of $V$ beyond it by $-4\pi q_i(x-x_i)/\epsilon A$. Split each bond charge between planes into two halves, and first put the dangling charge on the dielectric boundary, at $a_x/2$ from the surface plane. Each layer then has $-q$ in its plane (site $-3q$, two in-plane bonds $2q$), $q/2$ at $\pm a_x/2$, and a neutral core with cloud. It has no net charge and no dipole, so $V$ returns to the vacuum level at each cell edge, and the cell average is
\begin{equation}
\phi_{\rm sym}=-\frac{4\pi}{\epsilon Aa_x}\sum_iq_i\frac{(a_x/2-x_i)^2}{2}=-\frac{2\pi}{\epsilon Aa_x}\sum_iq_ix_i^2=-\frac{2\pi(Q+qa_x^2/4)}{\epsilon Aa_x}.
\end{equation}
The terms in $\sum q_i$ and $\sum q_ix_i$ vanish. Moving $q/2$ outward into vacuum by $d-a_x/2$ adds a step $-(4\pi/A)(q/2)(d-a_x/2)$ on entering the slab, so
\begin{equation}
\phi=\phi_{\rm sym}-\frac{2\pi q}{A}\Big(d-\frac{a_x}{2}\Big).
\label{phi}
\end{equation}
At zero strain $\partial(1/A)/\partial\varepsilon_{yy}=-1/a^2$ and $\partial d/\partial\varepsilon_{yy}=\beta$. Under $\varepsilon_{xx}$ the $Q$ term scales as $1/a_x$ and the bond term as $a_x$. Therefore
\begin{align}
\frac{\partial\phi}{\partial\varepsilon_{yy}}&=\frac{2\pi(Q+qa^2/4)}{\epsilon\Omega}+\frac{2\pi q(\delta-\beta)}{a^2},\label{dy}\\
\frac{\partial\phi}{\partial\varepsilon_{xx}}&=\frac{2\pi(Q-qa^2/4)}{\epsilon\Omega}+\frac{\pi q}{a}.\label{dx}
\end{align}
With $\phi_s=-\partial\phi/\partial\varepsilon_{yy}+\nu\,\partial\phi/\partial\varepsilon_{xx}$,
\begin{align}
\phi_s&=-\frac{2\pi Q(1-\nu)}{\epsilon\Omega}-\frac{\pi q(1+\nu)}{2\epsilon a}+\frac{\nu\pi q}{a}+\frac{2\pi q(\beta-\delta)}{a^2},\label{phis}\\
\phi_b+\phi_s&=-\frac{\pi q(1+\nu)}{\epsilon a}+\frac{\nu\pi q}{a}+\frac{2\pi q(\beta-\delta)}{a^2}.\label{sum}
\end{align}
The bulk part $\phi_b$ and the first two terms of $\phi_s$ fall as $1/\epsilon$. The last two terms of $\phi_s$ come from the vacuum side and carry no $1/\epsilon$, so at fixed $q$ and $Q$ they dominate as $\epsilon$ grows, unless they cancel each other, which happens when $\nu a/2+\beta=\delta$. The moment $Q$ cancels in the sum. For $q=0$ the crystal is an array of neutral spheres, which produce no field outside themselves; $\phi_s=-\phi_b$, and the voltage is zero although $\mu$ is not. A bulk-only theory fails there completely.

\subsection{Direct electrostatics of the cylinder}

This derivation uses neither $\mu$ nor $D_x=0$. Since $\epsilon$ depends on $r$ alone, the average of Poisson's equation over angle and $z$ closes, and Gauss's law reads $2\pi r\,\epsilon(-\partial_rV)=4\pi\Lambda(r)$, with $\Lambda$ the enclosed charge per axial length. With $F(r)=\int dr/(r\epsilon)$, a shell $\lambda_i$ at $r_i$ contributes $-2\lambda_i[F(r)-F(r_i)]$ for $r>r_i$. There are $N=2\pi R/a$ columns per axial period $a$, so $\lambda_i=Nq_i/a$. Neutrality removes $F(r)$ outside, and
\begin{equation}
\Delta V=\frac{4\pi R}{a^2}\sum_iq_iF(R+s_i),
\label{ring}
\end{equation}
summed over one column. Inside the dielectric $\epsilon F=\ln(1+s/R)\simeq s/R-s^2/2R^2$, and terms of order $1/R^2$ in the sum give $\Delta V$ at order $g$.

A cloud and its core contribute nothing: $\ln r$ is harmonic off the axis, so its average over a sphere equals its value at the centre. This needs the cloud to lie inside the dielectric, hence $\sigma\ll a/2$.

Layer $j$ has $-q$ at $s_j=s(x_j)$ and $q/2$ at $(s_j+s_{j\pm1})/2$; for the outer layers a fictitious neighbour defines the midpoint $m$. Three terms arise. The linear term is $(q/4R)(s_{j+1}+s_{j-1}-2s_j)=-q\nu a^2/4R^2$. The quadratic term is $-(1/2R^2)\,qa^2/4$. The bond along $y$ sits on a chord, at $r\cos(\pi/N)$, inward by $R\pi^2/2N^2=a^2/8R$, and gives $-qa^2/8R^2$. Their sum is $-qa^2(1+\nu)/4R^2$, so the step per layer is
\begin{equation}
\Delta V_{\rm layer}=\frac{4\pi R}{\epsilon a^2}\Big[-\frac{qa^2(1+\nu)}{4R^2}\Big]=-\frac{\pi q(1+\nu)g}{\epsilon}.
\end{equation}
The cell average lies above the potential at the cell edge by $\phi_{\rm sym}(gx_j)$, up to terms of order $g$ that are the same in every cell. The slope is then, from the first terms of Eqs.~(\ref{dy}) and (\ref{dx}),
\begin{equation}
\frac1g\frac{d\bar V}{dx}=-\frac{\pi q(1+\nu)}{\epsilon a}+\frac{2\pi Q(1-\nu)}{\epsilon\Omega}+\frac{\pi q(1+\nu)}{2\epsilon a},
\end{equation}
which is $\phi_b$ of Eq.~(\ref{bulk}). The co-rotating $\mu$ is thus the right one in this model, and the slope contains neither $d_0$ nor $\beta$.

It remains to move the two outer charges $q/2$ from $m$ to their true places. The boundaries are at $b_\pm=\pm t/2-\nu t^2/8R$. The midpoints are $m_\pm=\pm t/2-(\nu/4R)[(t-a)^2/4+(t+a)^2/4]=b_\pm-\nu a^2/8R$. Moving both to $b_\pm$ adds $2(q/2)(\nu a^2/8R)/\epsilon R=q\nu a^2/8\epsilon R^2$. With $h=(t-a)/2$ the surface planes are at $\pm h-\nu h^2/2R$ with strain $\pm h/R$, so the dangling charges are at $s_\pm=\pm(h+d_0)-\nu h^2/2R+\beta h/R$, and $h+d_0=t/2+\delta$. In vacuum $F$ changes by $(s_\pm-b_\pm)/R-(s_\pm^2-b_\pm^2)/2R^2$. The two sides give
\begin{align}
\sum_\pm(s_\pm-b_\pm)&=\frac{\nu(t^2/4-h^2)+2\beta h}{R}=\frac{\nu(2ta-a^2)/4+\beta(t-a)}{R},\\
\tfrac12\sum_\pm(s_\pm^2-b_\pm^2)&=(t/2+\delta)^2-t^2/4=t\delta+\delta^2 .
\end{align}
Multiplying these by $q/2$ and all terms by $4\pi R/a^2$, the parts proportional to $t$ are $n\Delta V_{\rm layer}+gt(2\pi q/a^2)(\nu a/2+\beta-\delta)$, which is $gt$ times Eq.~(\ref{sum}). The rest is $gc$ with
\begin{equation}
c=\frac{4\pi q}{a^2}\Big[-\frac{\nu a^2}{8}\Big(1-\frac1\epsilon\Big)-\frac{\beta a}{2}-\frac{\delta^2}{2}\Big].
\label{c}
\end{equation}

\section{Numbers}

The parameters are round and describe no material: $a=4$~\AA, $q=-2e$, $N_c=10$, $\sigma=0.3$~\AA, $\epsilon=6$, $\nu=0.25$, $d_0=2.5$~\AA, so $\Omega=64$~\AA$^3$, $Q=-0.9\,e$\AA$^2$ and $\delta=0.5$~\AA. Termination A has $\beta=0$ and termination B has $\beta=0.6$~\AA. A potential in $e$/\AA\ becomes an energy $eV$ in eV through the factor $14.40$~eV\,\AA.

For the bulk, $\mu_L=(-0.9/2-4)/64=-0.06953$ and $\mu_T=(-0.9/2+4)/64=0.05547$~$e$/\AA. Then $\mu=0.05547+0.25\times0.06953=0.07285$~$e$/\AA\ $=0.117$~nC/m and $e\phi_b=4\pi\times0.07285\times14.40/6=2.197$~eV. Clouds of fixed orientation would give $\mu_T=0.05547+0.9/64=0.06953$~$e$/\AA\ and $2.621$~eV.

For both surfaces $e\phi=14.40\,[2\pi(0.9+8)/(6\times64)+2\pi\times2\times0.5/16]=7.752$~eV and $e\,\partial\phi/\partial\varepsilon_{xx}=14.40\,[2\pi(8-0.9)/(6\times64)-2\pi/4]=-20.946$~eV. For A, $\phi\propto1/A$ makes $e\,\partial\phi/\partial\varepsilon_{yy}=-7.752$~eV. For B the term $-2\pi q\beta/a^2$ adds $14.40\times2\pi\times2\times0.6/16=6.786$~eV, giving $-0.966$~eV. Hence
\begin{align*}
\text{A:}\quad e\phi_s&=7.752-0.25\times20.946=2.515\text{ eV},& e(\phi_b+\phi_s)&=4.712\text{ eV},\\
\text{B:}\quad e\phi_s&=0.966-0.25\times20.946=-4.271\text{ eV},& e(\phi_b+\phi_s)&=-2.073\text{ eV}.
\end{align*}
The ratios $\phi_s/\phi_b$ are $1.14$ and $-1.94$: one bulk crystal gives voltages of opposite sign. For A the two vacuum terms of Eq.~(\ref{phis}) cancel exactly, since $\nu a/2=\delta=0.5$~\AA, leaving the ratio $(2.356+0.159)/(2.356-0.159)$; its closeness to one is a result of this choice of parameters. Equation~(\ref{c}) gives $ec=12.25$~eV\,\AA\ for A and $39.4$~eV\,\AA\ for B. The difference is the term in $\beta$, which arises because the outermost atomic planes have the strain $\pm g(t-a)/2$ and not $\pm gt/2$.

The table lists $e\Delta V/gt$ in eV from Eq.~(\ref{ring}) summed without expansion at $R=1.91\times10^5$~\AA, with Gauss--Legendre quadrature for the radial profile of the clouds and for the cell averages. The interior slope is $2.197$~eV in every row, and ``rest/bulk'' is $\Delta V/gt$ divided by that slope, minus one.
\begin{center}
\begin{tabular}{rrrrr}
$t$ (\AA) & A & rest/bulk & B & rest/bulk\\
16 & 5.478 & 1.49 & 0.389 & $-0.82$\\
64 & 4.904 & 1.23 & $-1.458$ & $-1.66$\\
256 & 4.760 & 1.17 & $-1.920$ & $-1.87$\\
512 & 4.736 & 1.16 & $-1.996$ & $-1.91$
\end{tabular}
\end{center}
The ratios tend to $1.14$ and $-1.94$, not to zero. The thinnest B slab has the opposite sign because $c/t$ wins there: $-2.073+39.4/16=0.389$~eV. Without clouds the slope rises to $2.356$~eV while $e\Delta V/g$ of the $32$~\AA\ slab A stays at $163.0$~eV\,\AA; the contribution of the clouds, $2.197-2.356=-0.159$~eV, is the slope of the crystal with $q=0$.

For $t=100$~\AA\ and $R=10^4$~\AA, a surface strain of $0.005$, the bulk, surface and $c$ terms give $0.0220+0.0252+0.0012=0.0484$~eV for A and $0.0220-0.0427+0.0039=-0.0168$~eV for B, that is $48$ and $-17$~mV. The manuscript would predict $22$~mV for both. Under uniform strain with A on top and B below, $e\,d\Delta V/d\eta=2.515+4.271=6.786$~eV, and per thickness $0.424$, $0.106$ and $0.0265$~eV/\AA\ at $16$, $64$ and $256$~\AA. This is the $1/t$ decay that the manuscript has in mind.

\section{Short circuit}

Measuring charge instead of voltage does not remove the surface term. Place electrodes a distance $\ell>\delta$ outside each boundary and join them. They are taken as ideal conductors whose own potential offset does not change on bending; a real electrode that bends with the slab or touches it adds a term of the same kind as $\phi_s$, so the measured coefficient then depends on the electrode as well. A charge $\lambda_e$ per length on the inner electrode adds $-2\lambda_e[F_{\rm out}-F_{\rm in}]\simeq-2\lambda_e(t/\epsilon+2\ell)/R$ to the step, and the total must vanish. With $\sigma_e=\lambda_e/2\pi R$,
\begin{equation}
\frac{\sigma_e}{g}=\frac{t(\phi_b+\phi_s)+c}{4\pi(t/\epsilon+2\ell)}\;\longrightarrow\;\mu+\frac{\epsilon\phi_s}{4\pi}\qquad(t\gg\epsilon\ell,\ |c/(\phi_b+\phi_s)|).
\end{equation}
In this limit the surface dipoles set up a field of size $g|\phi_s|$ across the bulk, and this field changes the electrode charge per area by $\epsilon/4\pi$ times its value. For $\ell=1$~\AA\ and A, $\sigma_e/g=0.1508$ and $0.1534$~$e$/\AA\ at $256$ and $512$~\AA, approaching $0.07285+6\times2.515/(4\pi\times14.40)=0.1563$~$e$/\AA\ $=0.250$~nC/m. For B the limit is $-0.0688$~$e$/\AA\ $=-0.110$~nC/m, against $\mu=0.117$~nC/m.

\section{Limits and requested changes}

``Same order as bulk'' means the same power of $t$. It is not a fixed ratio: in this model $|\phi_s/\phi_b|$ grows in proportion to $\epsilon$ at large $\epsilon$ unless the vacuum terms cancel, and Eq.~(\ref{phis}) is linear in $\beta$, so one value of $\beta$ makes $\phi_s$ zero. The growth with $\epsilon$ follows from holding $\mu$ fixed while $\epsilon$ changes; in a real insulator the zero-field $\mu$ itself contains the dielectric response, so this scaling should not be carried over to materials. The derivation of Eq.~(\ref{main}) does not cover surface states, free carriers or adsorbed charge that move to screen the field, since neutrality of the surfaces was used; nor a thickness comparable with $\lambda$; nor a value of $gt$ that is not small.

The manuscript should report $\phi_b+\phi_s$ for a stated termination. The surface term needs no bent supercell: it is the strain derivative of $\phi$ for a flat slab, by a strain perturbation or by finite differences, along $\varepsilon_{yy}=\eta$, $\varepsilon_{xx}=-\nu\eta$ for a plate cut along the cube axes (a narrow beam needs $\varepsilon_{zz}=\varepsilon_{xx}=-\eta\,c_{12}/(c_{11}+c_{12})$, in the bulk term as well). It must be computed with the same core charge as $\mu$, because a change $\Delta Q$ of a rigid spherical core moves $2\pi\Delta Q(1-\nu)/\epsilon\Omega$ from one term to the other in this model. The factor $1/\epsilon$ arises because the continuum dielectric here also fills the core; for a core that the dielectric does not enter, the shift is $2\pi\Delta Q(1-\nu)/\Omega$, larger by the factor $\epsilon$. The $\mu_T$ used must be the co-rotating one of Eq.~(\ref{bulk}), in which the charge turns with the local axes; the value for charge of fixed orientation differs from it by a divergence-free term ($-Q/\Omega$ in this model) and gives the wrong interior slope.
